# Steepest deprotection per logarithmic dose: n/e and its limits, part 2

A chemically amplified resist is exposed in large uniform fields and baked. The question is what sets the steepest slope of the protected fraction \(M\) against the natural logarithm of the dose \(D\) (in mJ/cm²), and where it lies. "Steepest" means the largest magnitude of this negative slope. Before the bake, \(M=1\).

The acid concentration relative to the initial photoacid generator is \(h\), which is dimensionless. With catalytic order \(n\), rate constant \(k\) (in 1/s) and bake time \(t\), the rate equation is

\[
\frac{dM}{dt}=-k\,h^n M,\qquad n>0 .
\]

For acid that stays constant during the bake, \(M=e^{-u}\) with \(u=kth^n\). If acid is proportional to dose, \(h=CD\), with \(C\) in cm²/mJ, then

\[
D_1=\frac{(kt)^{-1/n}}{C},\qquad u=\left(\frac{D}{D_1}\right)^n ,
\]

\[
\frac{dM}{d\ln D}=-n\,u\,e^{-u},
\]

\[
\left|\frac{dM}{d\ln D}\right|_{\max}=\frac{n}{e},
\qquad M=\frac1e,\qquad D=D_1 .
\]

In this case a hotter or longer bake changes \(D_1\) but not the largest slope, provided \(n\) does not vary with temperature. Logarithmic dose measured from the steepest point is written \(s=\ln(D/D_1)\), so that \(u=e^{ns}\).

The example is a resist exposed at 248 nm, with rough values \(n=1.5\), \(C=0.03\) cm²/mJ, \(k=0.2\) 1/s and \(t=60\) s at 383 K, so \(kt=12\). Its steepest slope is \(n/e=0.5518\), at \(D_1=6.36\) mJ/cm², where \(h=0.1908\). These values stay fixed except where a change is named.

Two cases already treated reappear in the closing table: first-order acid loss at 0.005 1/s, which replaces the bake time by an effective time of 48.3 s, and a bake 1 K hotter with an activation energy of 100 kJ/mol. Both shift \(D_1\) and leave the slope at \(n/e\). The assumptions behind this result are now relaxed further, one at a time.

### The fraction 1/e comes from the order in protected groups

So far every protected group has reacted independently of the others. If the rate instead varies as a power \(m>1\) of the protected fraction, then

\[
\frac{dM}{dt}=-kh^nM^m .
\]

Separate the variables and integrate from \(M=1\):

\[
\int_1^M M'^{-m}dM'=\frac{1-M^{1-m}}{m-1}=-u .
\]

Here \(u=kth^n\) as before. Solving for \(M\) gives

\[
M=\left[1+(m-1)u\right]^{-1/(m-1)} .
\]

Differentiating this expression gives \(dM/du=-M^m\). Acid is still proportional to dose, so \(du/d\ln D=nu\), and the magnitude of the slope is

\[
\left|\frac{dM}{d\ln D}\right|=nuM^m
=nu\left[1+(m-1)u\right]^{-m/(m-1)} .
\]

The derivative of its logarithm with respect to \(u\) is

\[
\frac1u-\frac{m}{1+(m-1)u}
=\frac{1-u}{u\,[1+(m-1)u]} .
\]

The maximum is again at \(u=1\), but the fraction and the slope there are different:

\[
M=m^{-1/(m-1)},\qquad
\left|\frac{dM}{d\ln D}\right|_{\max}=n\,m^{-m/(m-1)} .
\]

As \(m\to1\), \(\ln M=-\ln m/(m-1)\) tends to \(-1\), so the fraction returns to \(1/e\). The slope equals \(nM^m\) at this point and returns to \(n/e\).

For \(m=2\) the formulas give \(M=1/2\) and a slope of \(n/4\). Numerical integration with \(n=1.5\) confirms both, with a slope of 0.375. The number \(e\) in the original result is thus the mark of exponential, first-order removal of protected groups. A measured steepest point away from \(1/e\) can signal a different order in these groups. It can also signal a different relation between acid and dose.

### A general acid curve

Return to first order in protected groups, and let \(h(D)\) be any smooth, rising function. Its local exponent is

\[
a=\frac{d\ln h}{d\ln D}.
\]

Acid proportional to dose has \(a=1\). Since \(u=kth^n\), \(d\ln u/d\ln D=na\), and therefore

\[
\frac{dM}{d\ln D}=-n\,a\,u\,e^{-u}.
\]

At \(M=1/e\), where \(u=1\), the magnitude is \(na/e\). This need not be the maximum, because \(a\) may vary with dose. To locate the maximum, set the derivative of the logarithm of the magnitude to zero:

\[
\frac{d\ln a}{d\ln D}+na(1-u)=0
\quad\Longrightarrow\quad
u=1+\frac{1}{na}\frac{d\ln a}{d\ln D}.
\]

If \(a\) falls with dose, the last term is negative. The steepest point then has \(u<1\), and more than \(1/e\) of the groups remain. If \(a\) is constant, the maximum returns to \(u=1\).

### Saturation of the generator

The supply of generator is finite. If each generator molecule has a constant chance per unit dose of being converted, the acid fraction is

\[
h=1-e^{-x},\qquad x=CD .
\]

For \(x\ll1\) this is the linear law. The local exponent is

\[
a=\frac{x}{h}\frac{dh}{dx}
=\frac{xe^{-x}}{1-e^{-x}}=\frac{x}{e^x-1}.
\]

For \(x>0\), \(e^x-1>x\), so \(a<1\). For small \(x\), \(a\approx1-x/2\). Its own logarithmic derivative is

\[
\frac{d\ln a}{d\ln x}=1-\frac{x}{1-e^{-x}}<0 ,
\]

because \(1-e^{-x}<x\). Saturation therefore lowers the slope at \(M=1/e\) and moves the steepest point to a larger protected fraction.

In the example, \(M=1/e\) still requires \(h=0.1908\). This now needs \(x=-\ln(1-0.1908)=0.212\), or 7.06 mJ/cm². The exponent there is 0.898, and the slope is \(0.898\times0.5518=0.4955\). The maximum is slightly larger, 0.4970, at \(M=0.397\). The correction to \(n/e\) is \(-9.9\%\), although only about a fifth of the generator has been used.

### A quencher

Many resists contain a base that neutralises acid. Let its concentration relative to the initial generator be \(Q\). Assume that it removes an equal amount of acid before deprotection begins, and neglect saturation for the moment. Then

\[
h=x-Q\quad(x>Q),\qquad h=0\quad(x\le Q).
\]

Above the threshold, the local exponent is

\[
a=\frac{x}{x-Q}=1+\frac{Q}{h}.
\]

A 1% increase in dose raises the total acid by 1%, but the same added amount is a larger percentage of the acid that has survived. This is why a quencher steepens the curve, at the price of more dose.

The exponent falls with dose, since \(d\ln a/d\ln x=-Q/(x-Q)\). Inserting this and \(a\) into the condition for the maximum gives

\[
u=1-\frac{Q}{nx}.
\]

For \(n>1\) this has one solution above the threshold. The left side, \(kt(x-Q)^n\), starts at zero and is convex. The right side starts at \(1-1/n>0\), is concave and tends to 1. Their difference is convex, starts negative and ends positive, so it crosses zero once. As \(Q\to0\), the condition returns to \(u=1\).

Take \(Q=0.1\), a rough value. At \(M=1/e\) the surviving acid must again be 0.1908, so \(x=0.2908\) and the dose is 9.69 mJ/cm². The exponent is \(0.2908/0.1908=1.524\), and the slope is 0.841. The maximum lies at a lower dose, 8.53 mJ/cm², where \(M=0.477\) and the slope is 0.869. This is 57% above \(n/e\). The size of the gain relies on neutralisation being complete before deprotection begins. A base that reacts slowly during the bake steepens the curve less.

With saturation and quencher together,

\[
h=1-e^{-x}-Q,\qquad
a=\frac{xe^{-x}}{1-e^{-x}-Q}.
\]

At \(M=1/e\) the exponent is 1.277 and the slope is 0.705, at 11.45 mJ/cm². The maximum is 0.750, at \(M=0.5165\) and 9.36 mJ/cm². It exceeds \(n/e\) by 36%. The two effects partly cancel, but the quencher dominates for these values.

This also limits what a contrast curve can reveal. The product of the slope at \(M=1/e\) and \(e\) is \(na\). Here it is \(1.5\times1.277=1.92\), although the catalytic order is 1.5. This single reading cannot separate \(n\) from \(a\). Further information is needed. An independent measurement of acid against dose can supply it. A fit of the whole curve with an assumed form of \(h(D)\) can also give \(n\), but the result then depends on that form.

The rule that the bake leaves the steepness alone is also lost. A hotter or longer bake needs less surviving acid, so the steep part of the curve moves closer to the quencher threshold, where \(a\) is larger. With saturation and quencher together, doubling the bake time to 120 s raises the largest slope from 0.75 to 0.97 and lowers its dose from 9.4 to 6.9 mJ/cm². These figures are for a large uniform field, which lateral acid diffusion leaves unchanged. At a feature edge, a hotter or longer bake also lets acid diffuse further, which smooths the acid profile.

### Dose that varies through the film

The dose inside a film is not uniform in depth. Let the local dose be \(Df(z)\), where \(D\) is now the dose just inside the top surface in the absence of standing waves. The depth average of \(M\) has a slope equal to the average of the local slopes. With acid proportional to local dose, none of these exceeds \(n/e\) in magnitude, so the average cannot exceed it either.

For a small spread, the reduction can be estimated. Let \(\delta\) be the deviation of \(\ln f\) from its depth average, and let \(\sigma^2\) be the average of \(\delta^2\). Near its maximum, the magnitude of the local slope is

\[
g(s)=n\exp(ns-e^{ns}),\qquad
g(0)=\frac ne,\quad g'(0)=0,\quad g''(0)=-n^2g(0).
\]

Averaging the Taylor series removes the term linear in \(\delta\). To leading order, the largest average slope is

\[
\frac ne\left(1-\frac{n^2\sigma^2}{2}\right).
\]

The position of the maximum also shifts, by an amount of order \(\sigma^2\). Because the slope is stationary there, this shift changes its height only at order \(\sigma^4\). If \(\delta\) is distributed asymmetrically, its third moment adds a correction of order \(\sigma^3\).

Consider a 500 nm film with an absorption coefficient of 0.4 1/µm. From top to bottom, \(\ln f\) falls evenly by 0.2. A uniform distribution of width 0.2 has the variance \(0.2^2/12=0.0033\), so the predicted reduction is \(1.5^2\times0.0033/2\), or 0.4%. Direct averaging through the film gives 0.37%.

Standing waves add a periodic variation. For a refractive index of 1.75 the period is \(248/(2\times1.75)=70.9\) nm. A relative dose amplitude of 0.2 adds approximately \(0.2^2/2=0.02\) to the variance. The estimate for both effects is then \(1.5^2\times0.0233/2=2.6\%\), and direct averaging, with a standing-wave maximum at the top surface, also gives 2.6%. The exact figure depends on the phase of the wave and lies between about 2.4% and 2.8%. An amplitude of 0.2 corresponds to a substrate that reflects only about 1% of the light, as with a good antireflective layer. Bare silicon reflects about half of it at 248 nm. The amplitude is then close to 1, the small-spread estimate no longer applies, and the depth-averaged slope falls by roughly a third. Acid diffusion in depth is left out of both calculations.

### The model beside a real resist

The parameters are rough values for a resist exposed at 248 nm, and none was fitted to a particular product. The ideal 6.4 mJ/cm² should not be read as the working dose of a real process. Saturation and a quencher together already raise the dose for \(M=1/e\) to 11.5 mJ/cm² in this example. Proportionality between acid and dose is also the assumption whose failure moves the slope most among the effects sized here. The ideal value \(n/e\) is therefore not an upper limit for resists that contain a quencher.

The quantity \(M\) is a chemical fraction. It is not the film thickness left after development, whose contrast also depends on how the dissolution rate varies with \(M\). The calculation describes averages in a large uniform field. At a feature edge, lateral acid diffusion changes the local acid concentration, and in very small volumes the random number of acid molecules matters. Neither effect is sized here, so \(n/e\) alone does not predict an edge profile. The main numerical results of both halves are collected in the output below, except those for the 120 s bake, for other phases of the standing wave and for bare silicon.

## Computed values

```
INPUTS (rough typical values)
catalytic order n = 1.5
acid yield C = 0.03 cm2/mJ
rate constant k = 0.2 1/s
bake time = 60 s, temperature = 383 K
STEEPEST POINT FROM INTEGRATED KINETICS
n=1.0: slope 0.3679 (n/e 0.3679), M 0.3679, dose 2.778 mJ/cm2
n=1.5: slope 0.5518 (n/e 0.5518), M 0.3679, dose 6.360 mJ/cm2
n=2.0: slope 0.7358 (n/e 0.7358), M 0.3679, dose 9.622 mJ/cm2
n=3.0: slope 1.1036 (n/e 1.1036), M 0.3679, dose 14.560 mJ/cm2
WORKED EXAMPLE
k t = 12.0
D1 = 6.360 mJ/cm2 = 63.60 J/m2
acid fraction h at D1 = 0.1908
steepest |dM/dlnD| = 0.5518; per decade = 1.2706
dose 3.180 mJ/cm2: u=0.3536, M=0.7022, |dM/dlnD|=0.3724
dose 6.360 mJ/cm2: u=1.0000, M=0.3679, |dM/dlnD|=0.5518
dose 12.719 mJ/cm2: u=2.8284, M=0.0591, |dM/dlnD|=0.2508
5% more dose: change of M = -0.02690, tangent estimate = -0.02692
steepest per linear dose: 0.1172 cm2/mJ, M=0.7165, dose 3.057 mJ/cm2
second order in groups: slope 0.3750, M=0.5000
NEGLECTED EFFECTS, SAME RESIST
quencher loading = 0.1 of photoacid generator
saturation: max slope 0.4970 (-9.9%), M=0.3970, dose 6.655 mJ/cm2
  at M=1/e: dose 7.056 mJ/cm2, a=0.8979, slope 0.4955
quencher: max slope 0.8689 (+57.5%), M=0.4773, dose 8.534 mJ/cm2
  at M=1/e: dose 9.693 mJ/cm2, a=1.5241, slope 0.8411
saturation+quencher: max slope 0.7498 (+35.9%), M=0.5165, dose 9.356 mJ/cm2
  at M=1/e: dose 11.453 mJ/cm2, a=1.2773, slope 0.7048
acid loss rate 0.005 1/s: acid lost in bake 25.9%
  effective time 48.32 s, slope 0.5518, M=0.3679, D1 7.347 mJ/cm2
activation energy 100 kJ/mol, +1 K: k +8.52%
  D1 -5.31%, slope 0.5518
film 500 nm, absorption 0.4 1/um, index 1.75
standing-wave period 70.9 nm, dose amplitude 20%
absorption only: depth-mean slope 0.5498 (-0.37%), M=0.3693, dose 7.011 mJ/cm2
absorption+standing wave: depth-mean slope 0.5377 (-2.56%), M=0.3775, dose 6.964 mJ/cm2
largest single slope correction: quencher
```
